What a raw Arrhenius plot of trap emission measures

**The argument under review**

A manuscript reports an electron trap in n-type silicon, studied through the capacitance transient of a reverse-biased diode. A filling pulse loads the traps with electrons. After the pulse the traps empty thermally, and the capacitance relaxes at the emission rate e. Seven settings of the sampling times give seven pairs of rate and temperature:

e = 511.7 s⁻¹ at 254.67 K
e = 255.8 s⁻¹ at 247.05 K
e = 127.9 s⁻¹ at 239.86 K
e = 51.17 s⁻¹ at 230.94 K
e = 25.58 s⁻¹ at 224.61 K
e = 12.79 s⁻¹ at 218.60 K
e = 5.117 s⁻¹ at 211.12 K

The manuscript then argues: "Emission is thermally activated. We plot ln e against 1/kT and find a straight line of slope −0.490 eV. The trap therefore lies 0.490 eV below the conduction band. The prefactor may contain powers of temperature, but the exponential dominates them, and the straightness of the line shows that they do not matter. With this energy, the standard rate law gives a capture cross-section of 7.4 × 10⁻¹⁵ cm²."

The manuscript is imagined and its data are computed from a model trap, so the conclusions can be compared with known parameters. The questions are what the slope measures, and whether a straight line can justify leaving out the prefactor.

**The rate law, from detailed balance**

Let the trap level lie an energy E below the conduction-band edge, with E independent of temperature for now. Let σ be its capture cross-section, the same for electrons of all speeds and at all temperatures. A band state has kinetic energy ε and speed v.

In thermal equilibrium, with chemical potential μ, capture and emission balance. If P₀ and P₁ are the probabilities that the trap is empty and filled, then

P₀ σ (1/V) Σ v f = P₁ e.

The sum runs over the band states in a volume V. For a non-degenerate band the occupation is f = exp[−(E_c + ε − μ)/kT], where E_c is the band edge. The trap level is at E_c − E, so

P₁/P₀ = exp[(μ − E_c + E)/kT].

Here the degeneracy ratio of the filled and empty trap has been set to one. A different constant ratio would divide e by a constant, which changes the inferred σ but no slope. Dividing the balance equation by P₁ cancels μ and E_c:

e = σ exp(−E/kT) (1/V) Σ v exp(−ε/kT).

The chemical potential has dropped out, and the band is nearly empty both in this equilibrium and in the depletion layer. The same e therefore describes emission after the filling pulse, provided the electric field does not alter the process.

The sum contains the temperature dependence that the manuscript discards. Silicon has six equivalent valleys, with one longitudinal mass m_l and two transverse masses m_t. In one valley

ε = p_l²/(2m_l) + (p_t1² + p_t2²)/(2m_t).

Write each momentum component as p_i = √m_i s n_i, where n is a unit vector. Then ε = s²/2. The velocity components are p_i/m_i = s n_i/√m_i, so the speed is

v = √(2ε) (Σ_i n_i²/m_i)^(1/2).

The volume element is d³p = (m_l m_t²)^(1/2) s² ds dΩ. Since s ds = dε and s = √(2ε), this equals (m_l m_t²)^(1/2) √(2ε) dε dΩ. One square root of energy comes from the speed and another from the number of states. Their product is 2ε, and the energy integral is

∫₀^∞ 2ε exp(−ε/kT) dε = 2(kT)².

Define a mass m_v by setting 1/√m_v equal to the average of (Σ_i n_i²/m_i)^(1/2) over all directions, and let m_d = (m_l m_t²)^(1/3). The angular integral is then 4π/√m_v. With two spins, six valleys and one state per (2πħ)³ of phase space, the sum is

(1/V) Σ v exp(−ε/kT) = [12/(2πħ)³] m_d^(3/2) (4π/√m_v) 2(kT)².

Because 12 × 4π × 2/(2π)³ = 12/π², the rate law becomes

e = γσT² exp(−E/kT), with γ = 12 k² m_d^(3/2)/(π²ħ³√m_v).

The familiar form e = σ v̄ N_c exp(−E/kT) is the same law. The mean speed v̄ = √(8kT/πm_v) grows as T^(1/2), and the effective density of states N_c = 12(m_d kT/2πħ²)^(3/2) grows as T^(3/2). Anisotropy enters through the two masses and, as long as these are constant, leaves the power of T unchanged.

For m_l = 0.916 and m_t = 0.190 electron masses, m_d = 0.321 and m_v = 0.267. At 230 K these give v̄ = 1.825 × 10⁷ cm/s and N_c = 1.838 × 10¹⁹ cm⁻³. Their product divided by (230 K)² is γ = 6.34 × 10²¹ cm⁻² s⁻¹ K⁻².

**What the manuscript's slope measures**

Let β = 1/kT. With e, γσ and T replaced by their numerical values in fixed units,

ln e = ln(γσ) + 2 ln T − βE.

Since T = 1/(kβ), the derivative of ln T with respect to β is −1/β = −kT. Hence

−d ln e/dβ = E + 2kT.

The slope exceeds the trap energy by 2kT in magnitude. Dividing the rate by T² removes the term 2 ln T before differentiation:

−d ln(e/T²)/dβ = E.

The extra term has a physical meaning. Differentiating the sum over band states, instead of the finished formula, gives

−d ln e/dβ = E + [Σ v ε exp(−βε)]/[Σ v exp(−βε)].

The fraction is the mean kinetic energy of the emitted electrons, because each final state is weighted by its share of the emission rate. Using the product of speed and state density found above, it equals

∫ε² exp(−βε) dε / ∫ε exp(−βε) dε = 2(kT)³/(kT)² = 2kT.

Electrons resident in the band have a mean kinetic energy of 3kT/2, because they are weighted by √ε without the factor of speed. Emission favours fast final states: by detailed balance, the states from which capture is frequent are also those into which emission is frequent. This adds kT/2. The raw slope thus measures the average energy given to an escaping electron, including its motion in the band. The trap energy is the part needed to reach the band edge.

The claim that the exponential dominates is true of the rate but does not settle the accuracy of the slope. The relative error is 2kT/E. It is small when E is much larger than kT, and for a fixed temperature it is larger for a shallower trap. In a given apparatus, however, shallow traps are observed at lower temperatures than deep ones of similar cross-section, so the relative error need not vary strongly from trap to trap.

**The data, analysed both ways**

The spectrometer samples the transient at times t₁ and t₂ and records the difference

S = A[exp(−e t₁) − exp(−e t₂)].

The amplitude A is taken to be independent of temperature. This requires a complete filling pulse, far fewer traps than donors, and a depletion region whose boundaries hardly move with temperature. As T rises, e rises, and S passes through a maximum where dS/de = 0:

t₁ exp(−e t₁) = t₂ exp(−e t₂).

Taking logarithms gives

e = ln(t₂/t₁)/(t₂ − t₁).

For t₁ = 5 ms and t₂ = 50 ms, e = 2.3026/0.045 s = 51.17 s⁻¹, the fourth entry in the list. The seven values of t₁ are 0.5, 1, 2, 5, 10, 20 and 50 ms, always with t₂ = 10t₁.

The model trap has E = 0.450 eV and σ = 1.00 × 10⁻¹⁵ cm². Its emission rate was computed by numerical integration over the valley momenta, and each peak temperature by numerical maximization of S.

The first and last entries suffice for a calculation by hand. The rates differ by a factor of 100, and

1/211.12 K − 1/254.67 K = 8.100 × 10⁻⁴ K⁻¹.

With k = 8.617 × 10⁻⁵ eV/K, the raw energy is

k × 4.605/(8.100 × 10⁻⁴ K⁻¹) = 0.490 eV.

For the corrected plot, the logarithm of the rate ratio is reduced by 2 ln(254.67/211.12) = 0.375:

k × (4.605 − 0.375)/(8.100 × 10⁻⁴ K⁻¹) = 0.450 eV.

Least-squares lines through all seven points give the same two values. The difference is 39.9 meV, which is 8.9% of the trap energy.

Which temperature belongs in 2kT when the data cover a range? A least-squares slope is linear in the ordinates. The two fitted energies therefore differ by the fitted slope of 2 ln T alone, whatever the trap does. For two points this defines an effective temperature

T_eff = ln(T₂/T₁)/(1/T₁ − 1/T₂) = T₁T₂ ln(T₂/T₁)/(T₂ − T₁).

By the mean-value theorem, applied to ln x with x = 1/T, T_eff lies between T₁ and T₂. With more points, the least-squares slope is an average of the slopes of all pairs, with positive weights (x_i − x_j)², so T_eff still lies within the measured range. Here the seven points give T_eff = 231.6 K, and

2kT_eff = 2 × 0.08617 meV/K × 231.6 K = 39.9 meV.

A published raw slope can thus be corrected afterwards by subtracting 2kT_eff, if the measurement temperatures are known.

**Why the straight line proves nothing**

The omitted term is curved, but only weakly. Let x₀ be the mean of 1/T and write 1/T = x₀(1 + δ). Then

2 ln T = −2 ln x₀ − 2 ln(1 + δ) ≈ −2 ln x₀ − 2δ + δ².

The term −2δ is linear in 1/T and goes into the slope, where it looks like activation energy. Only δ² and higher terms can reveal it as curvature. In these data 1/x₀ = 231.5 K and |δ| is at most 0.10, so δ² stays below 0.01, and a fitted line absorbs part of even that.

The largest deviation of ln e from the raw line is 0.005. For comparison, a temperature change of 0.1 K alters ln e by 0.011 near 230 K. A temperature error of that size in individual points would hide the curvature. The straightness of the raw plot is therefore no evidence for a constant prefactor.

The same reasoning shows where the raw line remains useful. Inside the measured range it interpolates the rates well. Outside, it departs from the true law slowly. The tangent to the true curve at T_eff has the slope of the fitted line. Let y = T_eff/T. The true term is 2 ln T = 2 ln T_eff − 2 ln y, and its tangent is 2 ln T_eff + 2(1 − y). The exponential term is linear in 1/T and cancels in the comparison:

ln(e_tangent/e) = 2(1 − y + ln y).

This is never positive, because ln y ≤ y − 1. At 300 K, y = 0.772 and the ratio is exp(−0.061) = 0.94. The fitted line itself gives 1.485 × 10⁴ s⁻¹ at 300 K, against 1.573 × 10⁴ s⁻¹ for the model trap, and is also about 6% low. It lies slightly above its parallel tangent because it passes through the mean of data on a convex curve.

**The cross-section is hit harder**

The manuscript makes a second error by combining the raw energy with the correct rate law. At each temperature this produces an inferred cross-section

σ_inferred = [e/(γT²)] exp(E_raw/kT).

Substituting e = γσT² exp(−E/kT) gives

σ_inferred/σ = exp[(E_raw − E)/kT] = exp(2T_eff/T).

Near the centre of the range T ≈ T_eff, and the factor is exp(2) = 7.4. Averaging the logarithm of σ_inferred over the seven points gives 7.4 × 10⁻¹⁵ cm², the manuscript's value. A 9% error in energy has become a sevenfold error in cross-section. The size of the factor does not depend on the depth of the trap.

The incorrect pair of parameters also predicts poorly away from the data. In the correct rate law at 300 K, the cross-section raises the rate by 7.40, while the additional energy lowers it by exp(−39.9/25.85) = 0.214. The prediction is therefore 7.40 × 0.214 = 1.58 times the true rate, a worse result than extending the raw line. An energy and a prefactor from one fit must be used with the rate law of that same fit.

**When the corrected plot is also not enough**

The manuscript should not replace one unconditional claim by another. Division by T² gives E under the stated assumption of a constant cross-section. Suppose instead that σ is proportional to T^(−m). Then ln e contains (2 − m) ln T, and the two fits give

E_raw = E + (2 − m)kT_eff,
E_corrected = E − m kT_eff.

For m = 1 with the same trap energy and time windows, and σ unchanged at 231.5 K, the simulated results are 0.470 eV and 0.430 eV: the errors are equal and opposite. For m = 2 they are 0.450 eV and 0.410 eV. In that case the raw plot gives the trap energy and the division by T² spoils it. For m = 3 both plots give too little, 0.430 eV and 0.390 eV. The exponent must come from a separate measurement of capture, because the weak curvature does not identify it in practice.

If capture must cross a barrier B by vibration of the lattice, so that σ is proportional to exp(−B/kT) for electrons of every speed, detailed balance puts the same factor into emission. The corrected slope is then E + B. With B = 0.050 eV the simulated plot gives 0.500 eV. This is the correct activation energy of the emission process, but it is not the depth of the level.

The depth can itself vary with temperature. Call it G(T), so that e = γσT² exp(−G/kT). Since β d/dβ = −T d/dT, the corrected slope yields

d(βG)/dβ = G + β dG/dβ = G − T dG/dT = H.

Here G is a free energy and H the corresponding enthalpy. As an example, let the level keep a fixed distance from the valence band while the silicon gap shrinks on heating. The rough gap formula 1.17 − 4.73 × 10⁻⁴ T²/(T + 636), in eV with T in kelvin, has a slope of −0.219 meV/K at 231.5 K. If G = 0.450 eV there, then

H = 0.450 eV + 231.5 K × 0.219 meV/K = 0.501 eV.

The fitted line gives the same value. The intercept changes too. Since G = H + T dG/dT,

exp(−G/kT) = exp(−H/kT) exp[−(dG/dT)/k].

With dG/dT nearly constant over the measured range, the cross-section read from the intercept is σ exp(0.219/0.08617), or about 13σ. The difference between enthalpy and depth is larger here than the 2kT under discussion. A corrected Arrhenius energy should therefore be called an activation enthalpy unless the temperature dependence of the level is known.

**Relation to real diodes**

The model values, 0.45 eV and 10⁻¹⁵ cm², are rough numbers in the regime of the phosphorus–vacancy pair in silicon; they are not a measurement of it. Real diodes break the assumption of field-free emission. For a donor density N of 10¹⁵ cm⁻³ and a total band bending U of 3 V, taken as an example, the maximum junction field is F = √(2qNU/ε_s) = 0.03 MV/cm, with permittivity ε_s = 11.7ε₀. A donor-like trap leaves a positive centre, whose attraction lets this field lower the barrier by √(qF/πε_s), in volts, or about 39 meV in energy. This is the lowering in the direction of easiest escape, and it is as large as the T² correction. In a simple average over directions, with no lowering for the half that points the other way, the corrected energy falls by about 24 meV if every trap sits at the maximum field. The traps that produce the transient lie at lower fields, and the capacitance weights those far from the junction most. Averaged over them in this example, the fall is about 12 to 15 meV, depending on the filling pulse. The phosphorus–vacancy pair is acceptor-like and neutral after emission, so this lowering does not apply to it. Phonon-assisted tunnelling remains. The simplest estimate multiplies the rate by exp[(qF)²τ³/(3mħ)], with τ = ħ/2kT and m = 0.258 electron masses, and shifts the corrected energy by about −0.9 meV at the maximum field. It leaves out the tunnelling time of the defect's own vibration, which adds to τ when the coupling to phonons is weak and can make the shift several times larger.

Two smaller effects give a sense of scale. In a non-parabolic band with ε(1 + αε) = p²/2m, the speed at a given momentum falls by the factor 1 + 2αε and the state density rises by the same factor. Their product is therefore proportional to p², that is, to ε(1 + αε). The energy integral becomes (kT)²(1 + 2αkT), and the slope gains about 2α(kT)², or 0.4 meV for α = 0.5 eV⁻¹. A thermometer reading 1 K too high at every point raises the corrected energy by 4 meV. Neither accounts for the 40 meV by which the raw slope exceeds the trap energy.

The analysis applies to one discrete level. Traps at a silicon–oxide interface can form a continuous distribution in energy. Their transient is then a sum of many exponentials, and a peak, if one appears at all, cannot be assigned to a single E without a model of that distribution.

**Requested revision**

The authors should plot ln(e/T²), report 0.450 eV as the activation enthalpy, and recalculate the cross-section as 1.0 × 10⁻¹⁵ cm² from the intercept of the same fit. They should state that both values assume a temperature-independent cross-section and emission unaffected by the field. To call 0.450 eV the depth of the level, and to call the value from the intercept the true capture cross-section, they must also show that the depth does not change with temperature. For the cross-section, the degeneracy ratio of the filled and empty trap must be known as well.
